# Why Fowler-Nordheim Current Oscillates: Interference Between Barrier Exit and Collector

In a model 5 nm silica film at 300 K, the calculated tunnelling current is 0.53 times the smooth Fowler-Nordheim current at 4.61 V, 1.49 times at 5.03 V and 0.68 times at 5.51 V. The tunnelling barrier changes smoothly throughout. The oscillation arises after tunnelling, in the part of the film where the electron moves freely towards the collector.

## The free run behind the barrier

The algebra uses atomic units, and energies are counted from the emitter Fermi level. The film occupies $0<x<d$, has one parabolic mass $m$, and its band edge is $\phi-Fx$. Both electrodes are the same metal, with mass 1 and Fermi energy $E_F$, so the potential-energy drop $V=Fd$ in eV equals the bias in volts. Image forces, scattering and roughness are left out at first.

A Fermi-level electron leaves the forbidden region at $x_t=\phi/F$. If $V>\phi$, it then runs a length $L=d-\phi/F$. At 5 V the field is 10 MV/cm, or 1 V/nm, so $x_t=3.2$ nm and $L=1.8$ nm (18 angstrom). The film wavelength at the collector is 1.29 nm, so the run is long enough for interference.

In the film,

$$\psi''=2m(\phi-Fx)\psi=2mF(x_t-x)\psi .$$

With $\alpha=(2mF)^{1/3}$ and $z=\alpha(x_t-x)$, the left side is $\alpha^2\psi_{zz}$ and the right side is $\alpha^2z\psi$. Hence $\psi_{zz}=z\psi$, solved by the Airy functions Ai and Bi. Beyond the exit put $z=-s$ and $\zeta=\tfrac23s^{3/2}$. For large $s$,

$$\mathrm{Ai}\simeq\frac{\sin(\zeta+\pi/4)}{\sqrt\pi\,s^{1/4}},\qquad \mathrm{Bi}\simeq\frac{\cos(\zeta+\pi/4)}{\sqrt\pi\,s^{1/4}} .$$

Since $\zeta$ grows with $x$, $H_+=\mathrm{Bi}+i\mathrm{Ai}$ moves forward and $H_-=\mathrm{Bi}-i\mathrm{Ai}$ returns.

## The smooth current without a returning wave

Take $\psi=H_+$. The flux is $-(\alpha/m)\,\mathrm{Im}(\psi^*\psi_z)$. The Wronskian $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\mathrm{Bi}=1/\pi$ makes it $\alpha/(\pi m)$.

At the emitter, $z_0=\alpha x_t$ is large. There Ai is negligible, $\mathrm{Bi}\simeq\pi^{-1/2}z_0^{-1/4}e^S$ and $\mathrm{Bi}'\simeq\sqrt{z_0}\,\mathrm{Bi}$, with

$$S=\tfrac23z_0^{3/2}=\frac{2\sqrt{2m}\,\phi^{3/2}}{3F}.$$

Thus $\psi'/m=-v_b\mathrm{Bi}$, where $v_b=\alpha\sqrt{z_0}/m=\sqrt{2\phi/m}$. Let $A$ and $B$ be the incident and reflected amplitudes in the emitter, where the speed is $v_e$. Continuity of $\psi$ and $\psi'/m$ gives

$$A+B=\mathrm{Bi},\qquad iv_e(A-B)=-v_b\mathrm{Bi},$$

so $A=\tfrac12\mathrm{Bi}(1+iv_b/v_e)$. Dividing the flux by $v_e|A|^2$,

$$T_{FN}=\frac{4v_ev_b}{v_e^2+v_b^2}\,e^{-2S}.$$

## The abrupt collector

Inside the collector there is only an outgoing wave, with speed $v_c=\sqrt{2(V+E_F)}$. If $\psi(d)=C$, then $\psi'(d)/m=iv_cC$, which means $\psi_z=-iqC$ with $q=mv_c/\alpha$. Write the film wave as $c_B\mathrm{Bi}+c_A\mathrm{Ai}$. The Wronskian isolates

$$c_B=\pi(\mathrm{Ai}\,\psi_z-\mathrm{Ai}'\psi)=-\pi C(iq\mathrm{Ai}+\mathrm{Ai}').$$

For an opaque barrier, the incident amplitude depends on $c_B$ alone, up to exponentially small terms. The transmitted flux is $v_c|C|^2=\alpha q|C|^2/m$, whereas the smooth case gives $\alpha/(\pi m)$ for $c_B=1$. The transmission is therefore $T_{FN}M$, with

$$M=\frac{\pi q|C|^2}{|c_B|^2}=\frac{1}{\pi\left[q\,\mathrm{Ai}^2(-s)+\mathrm{Ai}'^2(-s)/q\right]},\qquad s=\alpha L .$$

To see the interference, write the same wave as $H_++rH_-$. Its Bi coefficient is $1+r$ and its flux is proportional to $1-|r|^2$, so

$$M=\frac{1-|r|^2}{|1+r|^2}=\mathrm{Re}\frac{1-r}{1+r}=1+2\sum_{k=1}^{\infty}\mathrm{Re}(-r)^k .$$

Let $v_o=\sqrt{2(V-\phi)/m}$ be the speed just before the collector and $\theta=\zeta+\pi/4$. Neglecting the slow change of the wave amplitude, continuity requires

$$v_o(e^{i\theta}-re^{-i\theta})=v_c(e^{i\theta}+re^{-i\theta}).$$

Hence

$$r=i\rho e^{2i\zeta},\qquad \rho=\frac{v_o-v_c}{v_o+v_c},\qquad M\simeq\frac{1-\rho^2}{1+\rho^2-2\rho\sin2\zeta}.$$

Each factor $-r=(-i)\rho e^{2i\zeta}$ is one round trip: $\rho$ comes from the collector, $e^{2i\zeta}$ from the travel and $-i$ from the barrier exit. The exit is a soft turning point, not a material surface. A returning wave must join the solution that decays towards the emitter, $2i\mathrm{Ai}=H_+-H_-$. It therefore comes back as $-H_+$, which is a phase of $-\pi/2$ relative to $e^{\pm i\zeta}$.

At fixed $\rho$, every term of the sum averages to zero over a cycle of $2\zeta$. The mean of $M$ is therefore one, and the oscillation averages to the Fowler-Nordheim transmission. On a logarithmic plot it is centred below the smooth curve: $\ln|1+r|^2$ averages to zero, so the mean of $\ln M$ is $\ln(1-\rho^2)$.

## Where the peaks lie and how high they are

Inserting $L$ and $F=V/d$ gives

$$\zeta=\frac23\sqrt{2mF}\,L^{3/2}=\frac{2\sqrt{2m}\,d}{3}\,\frac{(V-\phi)^{3/2}}{V}.$$

Here the collector is faster, so $\rho<0$. With $\rho$ varying slowly, maxima require $\sin2\zeta=-1$:

$$\zeta=(n-\tfrac14)\pi,\quad n=1,2,\ldots,\qquad M_{\max}=\frac{1+|\rho|}{1-|\rho|}=\frac{v_c}{v_o}.$$

Minima lie at $\zeta=(n+\tfrac14)\pi$, where $M=v_o/v_c$. If the collector were slower, maxima and minima would exchange places.

The example takes $\phi=3.2$ eV, $m=0.5$ and $E_F=11.7$ eV. At 5 V,

$$\frac{v_c}{v_o}=\sqrt{\frac{0.5(5+11.7)}{5-3.2}}=2.15,\qquad \rho=-0.366 .$$

With $\zeta=1.857\pi$, $\sin2\zeta=-0.78$ and the wave formula gives $M=0.866/0.560=1.55$. The Airy form gives 1.60. The peak rule predicts 4.06, 4.91 and 5.78 V. Solving the wave equation in thin slices gives the same values within 0.01 V, with heights 2.99, 2.19 and 1.84.

Near $V=\phi$ the run is too short for the wave formula. The Airy form still holds there if the barrier is opaque.

Three changes to the slice calculation test the explanation:

- Changing the emitter Fermi energy to 5 eV moves no peak at the printed resolution of 0.0001 V.
- Giving the collector the speed $v_o$ leaves $M$ within 0.051 of one from 4.2 V upwards.
- Grading the collector's band edge and mass along a smooth cosine profile over 0.2, 0.5, 1 and 2 nm lowers the max/min ratio of $M$ between 4.3 and 5.4 V from 5.48 to 3.49, 2.20, 1.56 and 1.15. The values depend on the profile: a linear one, whose corners still reflect, gives 2.97, 2.21, 1.75 and 1.42.

The oscillation thus needs a velocity mismatch that is abrupt on the scale of the electron wavelength.

## Why the total current oscillates less

Electrons at normal energy $-\varepsilon$ tunnel less readily and gather less phase. To first order in $\varepsilon$,

$$2S\to2S+\frac{\varepsilon}{w},\quad w=\frac{F}{2\sqrt{2m\phi}},\qquad \zeta\to\zeta-\tau\varepsilon,\quad \tau=\frac{\sqrt{2m(V-\phi)}}{F}.$$

Here $\tau$ is the transit time, because $F\tau$ is the momentum gained after the exit. Normal energy means total energy minus $k_\parallel^2/2m$, with parallel momentum $k_\parallel$ conserved. Since $d^2k_\parallel=2\pi m\,d(k_\parallel^2/2m)$, the zero-temperature current density is

$$J=2\int\frac{d^2k_\parallel}{(2\pi)^2}\int\frac{dE}{2\pi}\,T=\frac{m}{2\pi^2}\int_0^\infty \varepsilon\,T(\varepsilon)\,d\varepsilon ,$$

where the factor $\varepsilon$ is the range of total energies that share one normal energy. With $\rho$ held fixed, harmonic $k$ is multiplied by

$$\frac1{w^2}\int_0^\infty\varepsilon e^{-\varepsilon/w-2ik\tau\varepsilon}d\varepsilon=\frac1{(1+ik\beta)^2},\qquad \beta=2\tau w=\sqrt{\frac V\phi-1}.$$

The first harmonic shrinks by $1/(1+\beta^2)=\phi/V$. Its phase lags by $2\arctan\beta$, so its maxima move to

$$\zeta=(n-\tfrac14)\pi+\arctan\beta .$$

At 5 V, $\beta=0.75$ and $\phi/V=0.64$. The second peak is predicted at 5.09 V. Integration over total and parallel energy gives 5.06 V. For $V\gg\phi$, this averaging would remove the oscillation even at zero temperature. The fall is slow, however, and in this film that limit lies far above breakdown.

At temperature $T$, the supply at normal energy $W$ is $N(W)=\int_W^\infty f\,dE$, where $f$ is the Fermi function. Put $c=(1+ik\beta)/w$. Integration by parts, followed by $y=e^{W/k_BT}$, gives

$$\int N e^{cW}dW=\frac1c\int f e^{cW}dW=\frac{k_BT}{c}\int_0^\infty\frac{y^{ck_BT-1}}{1+y}dy=\frac{\pi k_BT}{c\sin(\pi ck_BT)} .$$

Dividing by the $k=0$ value, the harmonic factor is

$$G_k=\frac{\sin a}{(1+ik\beta)\sin[a(1+ik\beta)]},\qquad a=\frac{\pi k_BT}{w}<\pi .$$

The current is then

$$J=J_{FN}\left[1+2\sum_k\mathrm{Re}\{(-r)^kG_k\}\right],\qquad J_{FN}=\frac{mw^2}{2\pi^2}\,T_{FN}\,\frac{a}{\sin a}.$$

At 5 V and 300 K, $w=0.077$ eV and $a\approx1.05$, so $|G_1|\approx0.56$ instead of 0.64. Cooling to 0 K raises the second peak only from 1.49 to 1.58 times the smooth current. From 4.2 V upwards, the bracket differs from the integrated current ratio by no more than about 0.10 at 300 K. The bracket uses the wave formula for $r$, holds $\rho$ fixed and treats the energy to first order.

## The model beside a real film

The parameters are rough typical values for silica between aluminium electrodes. The current itself rises steadily with bias; its peaks appear only after division by the smooth current. At 300 K they lie at 8.3, 10.1 and 11.9 MV/cm, with current densities of $5\times10^{-7}$, $1.9\times10^{-4}$ and $1.5\times10^{-2}$ A/cm². Against a rough breakdown field of 12 MV/cm, the third peak is hardly usable. Real films should show a weaker oscillation than this ballistic model, because electrons scatter in the film and the collector edge may be graded. A silicon collector would also need its own band structure and band bending.

The neglected effects were sized one at a time for Fermi-energy electrons. The measure is again the max/min ratio between 4.3 and 5.4 V, which is 5.48 in the ideal model.

- **Scattering.** With mean free path $\lambda$, the round-trip amplitude falls by $e^{-L/\lambda}$. Scattered electrons are still collected, so the current follows from the flux at the exit, $\mathrm{Re}[(1-r)/(1+r)]$ with $r\to re^{-L/\lambda}$. For a rough $\lambda=1.5$ nm the ratio falls to 1.78 by this formula and to 1.90 in the slice calculation.
- **Image forces.** With an optical permittivity of 2.1, one image per electrode and the potential cut off at the electrode band bottoms, the ratio is 3.53 and the second peak moves down by 0.23 V. Both numbers depend on the image model. The full image series between two metals gives about 3.7 and 0.18 V, and softening each single image by 0.05 nm gives about 2.5 and 0.29 V.
- **Roughness.** An rms thickness variation of 0.2 nm gives 4.50.

Their joint effect was not calculated.

## What to do with measured curves

**Do not take a barrier height from part of a period.** Between the 300 K trough at 4.61 V and the peak at 5.03 V, the oscillation adds $\ln(1.49/0.53)\approx1.03$ to the logarithm of the current. On a plot of $\ln(J/V^2)$ against $1/V$, that interval is 0.018 V⁻¹, so the slope gains about 58 V in magnitude. The tunnelling exponent itself contributes $2SV=\tfrac23(\phi/w)V\approx138$ V. The slope is 42% too steep and, at fixed mass and thickness, the inferred barrier is about 26% too high. Fit the oscillation together with the smooth current. A straight line fitted over one whole period in $\zeta$ can still be biased, because its slope depends on where the period starts. For starting biases between 4.2 and 5.2 V at 300 K, the fitted slope differs from the smooth one by roughly −17% to +21%.

**Include image forces before using peaks as a thickness gauge.** For Fermi-energy electrons at fixed $\phi$ and $m$, a peak of given $n$ fixes $d(V-\phi)^{3/2}/V$. The phase contains $\sqrt m\,d$, where $m$ is the conduction-band mass in the free run. In a real oxide this need not equal the tunnelling mass, and a run mass of 0.65 read as 0.5 would make the film seem 14% too thick. Reading the image-shifted second peak, at 4.68 V instead of 4.91 V, with the bare formula would make the film seem about 18% too thick; the other image models above give 14% and 25%. Roughness and a graded collector edge shift the peaks too. A peak in the measured current, found after division by the smooth current, also carries the shift from energy averaging: the first harmonic is largest at $\zeta=(n-\tfrac14)\pi-\tfrac12\arg G_1$, which at 0 K is the rule with $\arctan\beta$ given above.

**Read the amplitude as a joint measure.** A weak oscillation may mean a graded collector edge, scattering or roughness. Amplitude at one thickness does not separate them. Further values from the example are in the numerical output.

## Computed values

```
barrier, Fermi energy: 3.20, 11.70 eV
thickness: 5.00 nm; film mass: 0.50 m_e
temperature: 300 K
ONE BIAS, FERMI ENERGY
bias: 5.00 V; field: 10.00 MV/cm
exit position: 3.200 nm
run length: 1.800 nm = 18.00 angstrom
kinetic energy at collector: 1.800 eV
film wavelength there: 1.293 nm
phase zeta/pi: 1.8565
velocity ratio v_c/v_o: 2.1538
reflection rho: -0.3658
factor M, Airy and wave form: 1.5953, 1.5470
transmission: 2.990e-12
energy width w: 0.0772 eV
transit time: 3.199 fs
beta: 0.7500; phi/V: 0.6400
damping by quadrature: 0.6378
PEAKS AT ONE ENERGY
rule (V): 4.056  4.910  5.775
slices (V): 4.063  4.913  5.777
height M: 2.987  2.193  1.836
v_c/v_o at peaks: 3.022  2.202  1.842
TOTAL CURRENT OVER SMOOTH CURRENT
0 K peak rule (V): 4.197  5.087  5.989
0 K peaks (V): 4.172  5.060  5.963
0 K heights: 2.086  1.575  1.359
300 K peaks (V): 4.141  5.031  5.937
300 K heights: 1.907  1.490  1.312
300 K troughs (V): 4.614  5.509
300 K trough values: 0.529  0.676
300 K peak fields (MV/cm): 8.28  10.06  11.87
fields / rough breakdown field: 0.69  0.84  0.99
300 K current (A/cm2): 4.99e-07  1.91e-04  1.46e-02
CAUSES AND NEGLECTED EFFECTS, ONE ENERGY
max/min of M, 4.3-5.4 V, abrupt: 5.476
edge grading (nm): 0.2  0.5  1.0  2.0
max/min when graded: 3.488  2.204  1.558  1.154
matched velocities, largest |M-1|: 0.051
emitter Fermi energy 5 eV, peak shift: 0.0000 V
mean free path: 1.50 nm
max/min with scattering, slices and law: 1.897, 1.776
rms roughness: 0.20 nm; max/min: 4.500
image forces (eps 2.1), max/min: 3.531
image forces, second peak shift: -0.234 V
LARGEST DEVIATIONS OF THE FORMULAS
Airy, wave form (relative): 0.0025, 0.0686
averaged law, 0 K and 300 K: 0.1212, 0.1021
smooth current formula (relative): 0.0327
```
